\section*{Phonon-resolved lattice heating and its power budget in ensemble Monte Carlo}

\section{An electron that pays in whole phonons}

Let one electron of mass $m$ start at rest in a cold crystal, where there are no phonons to absorb. A constant force $F$ acts along $+z$. Suppose that the electron emits a phonon of energy $\hbar\omega_0$ as soon as its kinetic energy reaches that value, and so comes to rest again. The duration $t_0$ of one cycle and the distance $z_0$ covered follow from
\begin{equation}
\frac{F^2t_0^2}{2m}=\hbar\omega_0,\qquad
z_0=\frac{Ft_0^2}{2m}=\frac{\hbar\omega_0}{F}.
\end{equation}
The mean velocity is $v_d=z_0/t_0$, so the electrical power is
\begin{equation}
Fv_d=\frac{Fz_0}{t_0}=\frac{\hbar\omega_0}{t_0}.
\end{equation}
This is one phonon energy per cycle. To find the lattice heating one counts emitted phonons, multiplies by $\hbar\omega_0$ and divides by the time.

This suggests a naive recorder for Monte Carlo transport: add up the emitted phonons. It fails once the lattice is warm. In the example used below, at 300 K, electrons with no field applied emit on average $3.37+13.43+25.10=41.90$ meV/ps each into three phonon branches, although no electrical power enters. With the field on, they emit $6.99+25.16+90.08=122.23$ meV/ps while the field supplies $69.8$ meV/ps. The emission count is then too large by 75\% of the power. The excess is the energy that electrons take back from the lattice by absorption, $6.15+17.02+29.20=52.37$ meV/ps.

\section{A ledger that telescopes}

The repair is to book absorption with a minus sign. For electron $i$ and branch $b$, let
\begin{equation}
Q_{b,i}=\sum_{\text{emissions}}\hbar\omega-\sum_{\text{absorptions}}\hbar\omega ,
\label{ledger}
\end{equation}
positive when heat enters the lattice. Each event carries its own phonon energy. A net count times a typical energy would suffice for a branch of fixed frequency, but not for acoustic phonons, whose energy varies from event to event.

To see what this ledger must balance, take a parabolic band, $K=\hbar^2k^2/2m$, and a free flight of duration $\tau$. The equation of motion $\hbar\,dk_z/dt=F$ gives $k_z\to k_z+F\tau/\hbar$, with the transverse components unchanged. The kinetic energy gained is
\begin{align}
\Delta K&=\frac{\hbar^2}{2m}\left[\left(k_z+\frac{F\tau}{\hbar}\right)^2-k_z^2\right]
=\frac{\hbar k_zF\tau}{m}+\frac{F^2\tau^2}{2m}\nonumber\\
&=F\left(\frac{\hbar k_z\tau}{m}+\frac{F\tau^2}{2m}\right)=F\,\Delta z ,
\end{align}
because the last bracket is the integral of the velocity $\hbar k_z(t)/m$ over the flight. A collision leaves the position unchanged and alters $K$ by $-\hbar\omega$ (emission) or $+\hbar\omega$ (absorption). Adding all flights and collisions from time $0$ to $t$ cancels every intermediate kinetic energy and leaves
\begin{equation}
F\,\Delta z_i-\sum_bQ_{b,i}=K_i(t)-K_i(0).
\label{identity}
\end{equation}
This holds for each electron, not merely on average, and for any $t$. In a nonparabolic band $dK/dt=\mathbf v\cdot\mathbf F$ still holds, and for a constant force the displacement along it is again $\Delta K/F$, as integration over the flight shows. A displacement computed from this formula makes the flight part of the balance automatic, so that closure then tests only the collisions.

Now average over the ensemble and divide by $t$. In the steady state the mean kinetic energy is constant, so with $P_b=\langle Q_{b,i}\rangle/t$,
\begin{equation}
\sum_bP_b=Fv_d,\qquad n\sum_bP_b=nFv_d=\mathbf J\cdot\mathbf E .
\label{steady}
\end{equation}
Here $n$ is the electron density. The sign of the last step follows from the charge $-e$: the force $+F\hat{\mathbf z}$ needs $\mathbf E=-(F/e)\hat{\mathbf z}$, the current density is $\mathbf J=-env_d\hat{\mathbf z}$, and the two minus signs cancel.

\section{Collisions that conserve energy}

Equation~(\ref{identity}) requires the recorded phonon energy to be the one the electron really exchanged. The model has independent, nondegenerate electrons in one isotropic band and phonons held at temperature $T$, with occupation $N=1/(e^{\hbar\omega/k_BT}-1)$. Pauli blocking, electron-electron and impurity scattering, and phonon heating are left out. A zone-edge phonon carries more crystal momentum than a transition within one valley can take up; in a real crystal it moves the electron to another valley. Here equivalent valleys are folded into one isotropic band, with $\mathbf k$ measured from the valley minimum, and the number of final valleys is absorbed in the coupling.

\subsection{Branches of fixed energy}

For a zone-edge or optical phonon of fixed $\omega$, take the squared matrix element $\hbar D_t^2/(2\rho V\omega)$, apart from the occupation factor; $\rho$ is the crystal density, $V$ the volume and $D_t$ the coupling. It does not depend on the final direction, so the golden rule needs only the density of final states of one spin at the final energy $E'$:
\begin{equation}
\int\!\frac{d^3k'}{(2\pi)^3}\,\delta\!\left(E'-\frac{\hbar^2k'^2}{2m}\right)
=\frac{k'^2}{2\pi^2}\,\frac{m}{\hbar^2k'}
=\frac{m^{3/2}\sqrt{E'}}{\sqrt2\,\pi^2\hbar^3},
\end{equation}
where $k'=\sqrt{2mE'}/\hbar$ was inserted. Multiplication by $2\pi/\hbar$ and by the matrix element gives
\begin{equation}
\Gamma=\frac{D_t^2m^{3/2}}{\sqrt2\,\pi\hbar^3\rho\,\omega}
\left(N+\tfrac12\pm\tfrac12\right)\sqrt{K\mp\hbar\omega}.
\label{optical}
\end{equation}
The upper signs are for emission, which requires $K>\hbar\omega$. After the event the wave vector has length $\sqrt{2mE'}/\hbar$ and a random direction.

\subsection{Acoustic phonons}

Acoustic scattering can be simplified by treating it as elastic. Its ledger entry is then zero by construction, so the phonon energy $\hbar cq$, with $c$ the speed of sound, has to be kept. Define $k_s=mc/\hbar$, so that $\hbar cq=\hbar^2k_sq/m$. Let $\theta$ be the angle between $\mathbf k$ and $\mathbf q$. For emission, $\mathbf k'=\mathbf k-\mathbf q$ and the energy mismatch is
\begin{equation}
\frac{\hbar^2}{2m}(q^2-2kq\cos\theta)+\hbar cq
=\frac{\hbar^2q}{2m}\,(q-2k\cos\theta+2k_s).
\end{equation}
For absorption, $\mathbf k'=\mathbf k+\mathbf q$ and the last bracket becomes $q+2k\cos\theta-2k_s$. Setting the brackets to zero gives
\begin{equation}
q_{\rm em}=2(k\cos\theta-k_s),\qquad q_{\rm abs}=2(k_s-k\cos\theta).
\label{kinematics}
\end{equation}
Since $|\cos\theta|\le1$, emission covers $0<q<2(k-k_s)$ and requires $k>k_s$. Absorption covers $\max[0,2(k_s-k)]<q<2(k_s+k)$.

The squared matrix element is $\hbar D^2q/(2\rho Vc)$, with $D$ the deformation potential. The mismatch changes with $\cos\theta$ at the rate $\hbar^2kq/m$ in magnitude, so integrating the delta function over $\cos\theta$ gives $m/(\hbar^2kq)$:
\begin{align}
\Gamma_{\rm ac}&=\frac{2\pi}{\hbar}\,\frac{2\pi}{(2\pi)^3}\int q^2dq\,
\frac{\hbar D^2q}{2\rho c}\left(N_q+\tfrac12\pm\tfrac12\right)\frac{m}{\hbar^2kq}\nonumber\\
&=\frac{D^2m}{4\pi\rho c\hbar^2k}\int q^2\left(N_q+\tfrac12\pm\tfrac12\right)dq .
\label{acoustic}
\end{align}
The electron's wave number enters through the prefactor and the limits, but not through the integrand. One cumulative table $G(q)$ for emission and one for absorption therefore serve all electrons. With $u$ uniform on $(0,1)$, the phonon is drawn from
\begin{equation}
G(q)=G(q_{\min})+u\,[G(q_{\max})-G(q_{\min})].
\end{equation}
Equation~(\ref{kinematics}) then fixes $\cos\theta$, and the azimuth is uniform. Interpolation in the table can slightly distort the distribution of $q$, but it cannot violate energy conservation, because the angle is computed from the $q$ actually drawn.

\section{The scheme}

The total scattering rate $\Gamma(k)$ changes during a flight, which makes direct sampling of the flight time awkward. Choose a constant $\Gamma_0$ that is at least $\Gamma(k)$ for all energies the electrons reach, and draw flights from an exponential distribution with rate $\Gamma_0$. At the end of a flight, accept a real collision with probability $\Gamma(k)/\Gamma_0$. The probability of a real event in $dt$ is then $\Gamma_0\,dt\times\Gamma(k)/\Gamma_0=\Gamma(k)\,dt$, as required. A rejected event changes neither the electron nor the ledger. The steps are:
\begin{enumerate}
\item Draw a flight, cut it at the next observation time if necessary, and update $k_z$ and $z$. A cut flight may be redrawn, since the exponential law has no memory.
\item If the flight was not cut, accept or reject a collision. Choose an accepted channel in proportion to its rate.
\item Draw the final state and add the actual $\pm\hbar\omega$ to that electron's entry for the branch.
\item After the initial transient, reset displacements and ledgers, and store the kinetic energies.
\item At the end, evaluate Eq.~(\ref{identity}) for every electron, and only then the averages in Eq.~(\ref{steady}).
\end{enumerate}
Separate entries for each electron also give honest standard errors, because the electrons are independent while successive events of one electron are not.

\section{Closing a budget}

The example is a model semiconductor with $m=0.3\,m_e$, $T=300$ K, $\rho=2500$ kg/m$^3$, $c=8$ nm/ps and $D=8000$ meV. The zone-edge phonon has 20 meV and $D_t=3\times10^4$ meV/nm; the optical phonon has 60 meV and $D_t=10^5$ meV/nm. The force is 1 meV/nm, a field of 10 kV/cm. Units of meV, nm and ps suit these scales better than Hartree units. There are 6000 electrons, and errors quoted with $\pm$ are one standard error.

During the first 0.5 ps after the field is switched on, the work per electron is 34.0 meV, of which 9.2 meV reaches the lattice and 24.8 meV stays as kinetic energy. Equating heat with electrical power here would overstate the heat by a factor $34.0/9.2=3.7$. The ledger is not at fault: Eq.~(\ref{identity}) contains the storage term.

After 6 ps of settling, a 20 ps run gives these powers per electron, in meV/ps:
\begin{center}
\begin{tabular}{lccc}
branch & emitted & absorbed & net heat\\
acoustic & 6.99 & 6.15 & $0.84\pm0.03$\\
zone-edge & 25.16 & 17.02 & $8.14\pm0.08$\\
optical & 90.08 & 29.20 & $60.88\pm0.19$
\end{tabular}
\end{center}
The net heats add to 69.86 meV/ps. The drift velocity from displacements is 69.80 nm/ps, so the electrical power is $1\times69.80=69.80$ meV/ps. The optical branch receives 87\% of the heat, the zone-edge branch 12\% and the acoustic branch 1\%. At $n=10^{23}$ m$^{-3}$, with 1 meV/ps $=1.602\times10^{-10}$ W, power and heat are both $1.12\times10^{15}$ W/m$^3$.

Power minus heat is $-0.057\pm0.052$ meV/ps. By Eq.~(\ref{identity}) this is the change of mean kinetic energy divided by the run time: $-0.057\times20=-1.1$ meV, against a mean of 75.6 meV. It is a fluctuation of the finite ensemble, not lost energy. Electron by electron, the identity holds to within $10^{-11}$ meV.

The error of this difference is smaller than the error of the power itself, 0.19 meV/ps, for a reason that guides the design. For $t$ much longer than the correlation times, $K(t)$ and $K(0)$ are independent, so
\begin{equation}
\mathrm{Var}\left[\frac{K(t)-K(0)}{t}\right]\simeq\frac{2\sigma_K^2}{t^2},
\end{equation}
where $\sigma_K^2$ is the steady variance of $K$. With $C(s)$ the autocorrelation of the velocity fluctuations, the work instead obeys
\begin{equation}
\mathrm{Var}\left[\frac{F\Delta z}{t}\right]
=\frac{F^2}{t^2}\int_0^t\!\!\int_0^t C(s-s')\,ds\,ds'
\simeq\frac{2F^2}{t}\int_0^\infty C(s)\,ds .
\end{equation}
The spread of the residual falls as $1/t$, that of the work as $1/\sqrt t$. Between 5 and 20 ps the expected ratios are 4 and 2; the simulation gives 4.04 and 2.02. A power taken from momentum snapshots would spoil the cancellation: snapshots miss the motion between them, and that part of their noise is not shared with the ledger. The snapshots serve better as a separate test, and their drift velocity of 69.73 nm/ps agrees within the statistical error.

\section{What closure cannot see}

The derivation of Eq.~(\ref{identity}) used no scattering rate. A wrong coupling constant therefore leaves the budget closed. Two altered runs show this.

In the first, acoustic collisions keep their rate and deflection, but the length of $\mathbf k$ is restored and no heat is booked. The acoustic heat is now zero, yet power minus heat is $0.06\pm0.09$ meV/ps. The power, 69.8 meV/ps, is unchanged within its error, so to that accuracy the other two branches take up the missing share. The optical heat is higher by $0.7\pm0.3$ meV/ps, compatible with the lost 0.84.

In the second, acoustic scattering is removed. The power rises by 31\% to 91.3 meV/ps, with 81.4 going to the optical and 9.9 to the zone-edge branch. The difference between power and heat is $-0.02\pm0.10$ meV/ps. Together the runs show that acoustic collisions matter here chiefly by limiting the drift, and little as a direct path for heat. Closure alone would have accepted all three splits.

The split needs tests that depend on the rates. The first compares Eqs.~(\ref{optical}) and~(\ref{acoustic}) with a direct integral over $q$ and $\cos\theta$, in which a narrow Gaussian replaces the delta function. At $k=0.9$ nm$^{-1}$ all six rates agree well within the 1\% allowed.

The second test uses equilibrium. Emission from $\mathbf k$ to $\mathbf k'$ and absorption from $\mathbf k'$ to $\mathbf k$ share one matrix element, and $K'=K-\hbar\omega$. Since $(N+1)/N=e^{\hbar\omega/k_BT}$,
\begin{equation}
e^{-K/k_BT}(N+1)=e^{-(K-\hbar\omega)/k_BT}N=e^{-K'/k_BT}N ,
\end{equation}
so the two flows cancel for each pair of states. At zero field the net heats are $0.04\pm0.04$, $0.11\pm0.12$ and $-0.06\pm0.15$ meV/ps, in the order of the table, while the gross emission agrees with a thermal average of the rates. The net heats do not test the coupling constants, since they vanish for any value of these.

The third test replaces events by their expected rate. In a short time $dt$ an electron is expected to deliver $\hbar\omega(\Gamma_{\rm em}-\Gamma_{\rm abs})\,dt$, where for acoustic phonons the factor $\hbar cq$ goes inside the integral of Eq.~(\ref{acoustic}). Averaged over snapshots this gives 0.87, 8.17 and 60.6 meV/ps, in statistical agreement with the ledger. It can expose a channel selected with the wrong frequency or booked to the wrong branch, provided the error shifts a net heat by well more than its standard error. For the acoustic branch, selecting emission and absorption both 10\% too often would shift the net heat by only about three standard errors.

The fourth test avoids random numbers. Without acoustic scattering every collision randomises direction, so the energy $\varepsilon$ just after a collision is all that the next flight needs to know. Let $\mu$ be the cosine between the initial wave vector, of length $k_0$, and the force. Then
\begin{equation}
k^2(t)=k_0^2+\frac{2k_0\mu Ft}{\hbar}+\frac{F^2t^2}{\hbar^2},\qquad
S(t)=\exp\left[-\int_0^t\Gamma(k(t'))\,dt'\right],
\end{equation}
with $S$ the probability of no collision up to $t$. The mean flight time and the mean heat delivered by the next collision are
\begin{align}
\bar\tau(\varepsilon)&=\tfrac12\int_{-1}^1\!d\mu\int_0^\infty\!S\,dt,\\
\bar Q_b(\varepsilon)&=\tfrac12\int_{-1}^1\!d\mu\int_0^\infty\!S\,\hbar\omega_b
(\Gamma_{b,\rm em}-\Gamma_{b,\rm abs})\,dt .
\end{align}
For each emission or absorption channel, $S$ times the rate of that channel, integrated over $t$ and averaged over $\mu$ in the same way but sorted by final energy, gives the transition probabilities of a Markov chain in $\varepsilon$. Let $\pi(\varepsilon)$ be its stationary distribution. A long sequence of $M$ collisions delivers $M\int\pi\bar Q_b\,d\varepsilon$ in a time $M\int\pi\bar\tau\,d\varepsilon$, hence
\begin{equation}
P_b=\frac{\int\pi\,\bar Q_b\,d\varepsilon}{\int\pi\,\bar\tau\,d\varepsilon}.
\end{equation}
Quadrature gives 10.1 meV/ps for the zone-edge and 81.2 for the optical branch, against $9.9\pm0.1$ and $81.4\pm0.3$ from the ensemble. With acoustic scattering present the reduction is no longer exact, since the direction after such a collision depends on the one before. The dependence is weak for $k\gg k_s$ and $\hbar cq\ll k_BT$, where the integrand of Eq.~(\ref{acoustic}) becomes proportional to $q$ and the scattering is nearly isotropic.

All four tests use the same coupling constants as the simulation. They can expose an error in the rates or in the sampling, but not an unsuitable input value. For a real material the constants must be justified by experiment or by a separate calculation.

\section{Weak fields and real devices}

At weak field $v_d\propto F$, so the heat to be resolved is of order $F^2$. The branch ledgers keep a finite noise as $F\to0$, because electrons go on carrying energy from one branch to another. For long runs their standard error falls as $1/\sqrt{N_et}$ for $N_e$ electrons, so a fixed relative error in a branch heat requires $N_et\propto F^{-4}$. The total is easier, because in the steady state it can be taken from the work, whose noise is proportional to $F$, and $N_et\propto F^{-2}$ suffices. The summed ledger also carries the endpoint term, which does not shrink with $F$. The branch split is thus the costly quantity near equilibrium.

In a device, electrons also carry kinetic energy across the boundary of any chosen cell. Take a single uniform band without generation or recombination of carriers. Let $w$ be the kinetic energy density, $\mathbf S$ its flux and $p_b$ the net phonon heating per volume. Counting gains and losses in the cell gives
\begin{equation}
\frac{\partial w}{\partial t}+\nabla\cdot\mathbf S=\mathbf J\cdot\mathbf E-\sum_bp_b .
\end{equation}
In the steady state the heat released in a cell equals the electrical power supplied there only if as much kinetic energy leaves through its faces as enters. Electrons may gain energy in a high-field region and release it farther on. The event ledger still records the energy where phonons are emitted or absorbed, but its closure test must then include the energy that electrons carry through the cell's faces. Where the phonons afterwards take the heat is a separate transport problem. If the phonon populations respond to the heating, $N$ changes and with it the split; the bookkeeping of each collision does not. The complete values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass 0.3 m_e; temperature 300 K; kT 25.852 meV
force 1.0 meV/nm; field 10 kV/cm
crystal density 2500 kg/m^3; sound speed 8.0 nm/ps
acoustic deformation potential 8000 meV
zone-edge: phonon 20 meV, coupling 30000 meV/nm, occupation 0.8564
optical: phonon 60 meV, coupling 100000 meV/nm, occupation 0.1089
k_s = m c / hbar: 0.02073 1/nm; energy there 0.0546 meV
electrons 6000; steady run 20 ps; total rate with self-scattering 41.62 1/ps
rates at k = 0.9 1/nm, energy 102.87 meV (1/ps):
  acoustic emission: formula 1.5238, direct integral 1.5238
  acoustic absorption: formula 1.3086, direct integral 1.3086
  zone-edge emission: formula 1.7837, direct integral 1.7837
  zone-edge absorption: formula 1.0020, direct integral 1.0020
  optical emission: formula 2.8381, direct integral 2.8380
  optical absorption: formula 0.5431, direct integral 0.5431
equilibrium, no field (meV/ps per electron):
  acoustic: emitted 3.395, quadrature 3.367, net 0.044 +- 0.035
  zone-edge: emitted 13.581, quadrature 13.432, net 0.111 +- 0.122
  optical: emitted 25.172, quadrature 25.097, net -0.060 +- 0.154
first 0.5 ps after switching on the field (meV per electron):
  work 34.002, lattice heat 9.238, kinetic gain 24.765
steady state, full acoustic treatment (meV/ps per electron):
  acoustic: emitted 6.989, absorbed 6.147, net 0.841 +- 0.028
    rate estimator 0.867; share of heat 1.20 %
  zone-edge: emitted 25.161, absorbed 17.018, net 8.143 +- 0.080
    rate estimator 8.168; share of heat 11.66 %
  optical: emitted 90.078, absorbed 29.202, net 60.876 +- 0.186
    rate estimator 60.612; share of heat 87.14 %
  summed heat 69.860; electrical power 69.803 +- 0.187
  power minus heat -0.0572 +- 0.0523
largest ledger error of one electron: 5.9e-12 meV
mean kinetic energy 75.61 meV
drift velocity: displacement 69.803, momentum 69.730 nm/ps
at density 1e+23 1/m^3: power 1.1184e+15, heat 1.1193e+15 W/m^3
spread over single electrons, 5 ps and 20 ps (meV/ps):
  residual 16.335, 4.048, ratio 4.036
  work 29.239, 14.458, ratio 2.022
acoustic scattering elastic (meV/ps per electron):
  net heat: acoustic 0.000 +- 0.000, zone-edge 8.154 +- 0.107, optical 61.559 +- 0.249
  power 69.773; power minus heat 0.0599 +- 0.0878
acoustic scattering off (meV/ps per electron):
  net heat: acoustic 0.000 +- 0.000, zone-edge 9.902 +- 0.111, optical 81.381 +- 0.280
  power 91.266; power minus heat -0.0169 +- 0.1021
Markov chain, acoustic off: zone-edge 10.085, optical 81.206 meV/ps
\end{verbatim}
